# Doping profile of least drift resistance at a fixed critical field

## Problem

Consider a power device that blocks its voltage across a lightly doped n-type layer, the drift layer. The same layer carries the current when the device is on, and only the electrons supplied by its donors conduct; no further carriers are injected. In such a device light doping helps blocking and hurts conduction. This exercise finds the best compromise in one dimension.

The layer occupies $0<x<W$, with a blocking junction at $x=0$ and a heavily doped n-type contact at $x=W$. Its donor density is $N(x)>0$. It must block a voltage $V$ while the field nowhere exceeds a given critical field $E_c$. Assume the following.

- All donors are ionised. The permittivity $\varepsilon$ and the electron mobility $\mu$ are constants.
- In the blocking state the whole layer is depleted. The built-in voltage is neglected beside $V$.
- In the on state the whole layer is quasi-neutral, with electron density $n=N$. Contact, channel and substrate resistances are left out.
- The field may still have a value $E_1\ge 0$ at $x=W$. It is then terminated by a thin, heavily doped stop sheet, whose own voltage and resistance are negligible. Such a layer is called punch-through.

Let $R$ be the on-state resistance times area, and define the dimensionless coefficient $C$ by

$$R=C\,\frac{V^2}{\varepsilon\mu E_c^3}.$$

(a) Express $R$ and $V$ as integrals over the field instead of the position.

(b) Find $C$ for uniform doping with $E_1=0$.

(c) Find the smallest $C$ for uniform doping with $E_1$ free.

(d) Find the smallest $C$ for any doping profile, and the profile. Show that the minimum is global.

(e) Explain the profile by weighing what a donor costs against what it gains.

(f) Evaluate the three designs for $V=1000$ V, $E_c=2$ MV/cm, relative permittivity 10 and $\mu=1000$ cm²/(V s), which are round model parameters.

(g) A critical field is a simplification of avalanche breakdown. Suppose instead that breakdown occurs when $\int_0^W\alpha\,dx=1$, with an effective ionisation coefficient $\alpha=AE^7$. How do the three designs then compare?

SI and practical device units are used; $q$ is the elementary charge.

## Solution

### (a) The field as independent variable

In the on state the electron current density is $J=\mu n\,dE_F/dx$, where $E_F$ is the electron quasi-Fermi energy. This form contains both drift and diffusion, so it remains valid when graded doping creates a built-in field. With $n=N$, the voltage drop across the layer is

$$\frac{\Delta E_F}{q}=J\int_0^W\frac{dx}{q\mu N}
\quad\Rightarrow\quad
R=\int_0^W\frac{dx}{q\mu N(x)} .$$

In the blocking state the field points from the positive donors towards the junction, along $-x$. Let $E(x)\ge0$ be its magnitude. Gauss's law for the component $-E$ reads $d(-E)/dx=qN/\varepsilon$, so

$$\frac{dE}{dx}=-\frac{qN}{\varepsilon},\qquad V=\int_0^W E\,dx .$$

Since $N>0$, the field falls steadily from its peak at the junction, and $x$ can be treated as a function of $E$. Define

$$g(E)=-\frac{dx}{dE}=\frac{\varepsilon}{qN}\ge 0 ,$$

the thickness of layer used per unit drop of field. As $x$ runs from $0$ to $W$, $E$ runs down from the peak to $E_1$. The minus sign in $dx=-g\,dE$ reverses the limits. With $1/(qN)=g/\varepsilon$,

$$\varepsilon\mu R=\int_0^{E_c}g^2\,dE,\qquad
V=\int_0^{E_c}E\,g\,dE,\qquad
W=\int_0^{E_c}g\,dE .$$

The limits $0$ and $E_c$ serve for every admissible layer if $g$ is set to zero for fields that do not occur inside it. Below $E_1$ this describes the stop sheet, where the field drops over negligible thickness. Above the peak, if the peak is less than $E_c$, it adds nothing to any of the integrals.

### (b) Uniform doping, field just reaching zero

Uniform doping means constant $g$. Take the peak equal to $E_c$; for a fixed field shape $R\propto E_{\rm peak}^{-3}$, so a lower peak is worse. The voltage condition gives

$$V=\tfrac12 gE_c^2\;\Rightarrow\; g=\frac{2V}{E_c^2},\qquad
\varepsilon\mu R=g^2E_c=\frac{4V^2}{E_c^3}.$$

Hence $C=4$. The width is $W=gE_c=2V/E_c$ and the doping is $N=\varepsilon/(qg)=\varepsilon E_c^2/(2qV)$. The field profile is a triangle.

### (c) Uniform punch-through layer

Now $g$ is constant between $E_1=rE_c$ and $E_c$, with $0\le r<1$, and zero below. Then

$$V=\tfrac12 gE_c^2(1-r^2)\;\Rightarrow\; g=\frac{2V}{E_c^2(1-r^2)},$$

$$\varepsilon\mu R=g^2E_c(1-r)=\frac{4V^2}{E_c^3}\,\frac{1-r}{(1-r)^2(1+r)^2}
\;\Rightarrow\; C(r)=\frac{4}{(1-r)(1+r)^2}.$$

Minimising $C$ means maximising the denominator, whose derivative is

$$\frac{d}{dr}\left[(1-r)(1+r)^2\right]=-(1+r)^2+2(1-r)(1+r)=(1+r)(1-3r).$$

It is positive for $r<1/3$ and negative beyond, so $r=1/3$ is the maximum. There the denominator is $\frac23\cdot\frac{16}{9}=\frac{32}{27}$, and

$$C=4\cdot\frac{27}{32}=\frac{27}{8}=3.375 .$$

The two limits make sense. At $r=0$ the triangular value 4 returns. As $r\to1$ the field becomes flat and the layer as thin as possible, but the doping tends to zero and $C$ diverges.

With $1-r^2=8/9$ the design is

$$W=gE_c(1-r)=\frac{2V}{E_c(1+r)}=\frac{3V}{2E_c},\qquad
N=\frac{\varepsilon}{qg}=\frac{4\varepsilon E_c^2}{9qV}.$$

The stop sheet must end the field $E_c/3$, which takes a donor density per area of $\varepsilon E_c/(3q)$.

### (d) The best profile

Minimise $\int g^2dE$ at fixed $\int Eg\,dE=V$. With a Lagrange multiplier $2\lambda$,

$$\delta\int_0^{E_c}\left(g^2-2\lambda Eg\right)dE=\int_0^{E_c}2\,(g-\lambda E)\,\delta g\,dE=0$$

for arbitrary $\delta g$, so the stationary function is $g_0=\lambda E$. It satisfies $g_0\ge0$, as required. The constraint fixes $\lambda$:

$$V=\lambda\int_0^{E_c}E^2dE=\frac{\lambda E_c^3}{3}\;\Rightarrow\;\lambda=\frac{3V}{E_c^3},$$

$$\varepsilon\mu R=\lambda^2\int_0^{E_c}E^2dE=\frac{9V^2}{E_c^6}\cdot\frac{E_c^3}{3}=\frac{3V^2}{E_c^3}.$$

Thus $C=3$.

**Global minimum.** Let $g$ be any admissible function with the same $V$. Write $g=g_0+(g-g_0)$ and square:

$$\int g^2dE=\int g_0^2\,dE+2\int g_0(g-g_0)\,dE+\int(g-g_0)^2dE .$$

The middle term is $2\lambda\int E(g-g_0)\,dE=2\lambda(V-V)=0$. Therefore

$$\int_0^{E_c} g^2\,dE=\frac{3V^2}{E_c^3}+\int_0^{E_c}(g-g_0)^2dE .$$

No admissible layer lies below $C=3$, including punch-through layers and layers with a peak below $E_c$, because all are described by some $g\ge0$ on the same interval.

The identity also gives the excess of any other design. For the layer of part (c), put $s=E/E_c$ and measure $g$ in units of $V/E_c^2$. Then $g_0=3s$, while $g=9/4$ for $s>1/3$ and zero below. The excess in $C$ is

$$\int_0^{1/3}9s^2ds+\int_{1/3}^1\left(\tfrac94-3s\right)^2ds
=\frac19+\frac19\left[\left(\tfrac34\right)^3+\left(\tfrac54\right)^3\right]
=\frac19+\frac{19}{72}=\frac38 ,$$

in agreement with $27/8-3$.

**Back to position.** The depth at which the field has fallen to $E$ is

$$x=\int_E^{E_c}\lambda E'\,dE'=\frac{\lambda}{2}\left(E_c^2-E^2\right).$$

Setting $E=0$ gives $W=\lambda E_c^2/2=3V/(2E_c)$, so $x=W(1-E^2/E_c^2)$ and

$$E(x)=E_c\sqrt{1-\frac xW},\qquad
N(x)=\frac{\varepsilon}{q\lambda E}=\frac{\varepsilon E_c^2}{3qV}\,\frac{1}{\sqrt{1-x/W}} .$$

The doping rises towards the contact and diverges there. The divergence is integrable: the total donor density per area is $\varepsilon E_c/q$, as Gauss's law demands for a field that falls from $E_c$ to zero. No bounded profile reaches the value 3. A fixed upper limit on $N$ leaves a finite excess above 3, and this excess tends to zero only as the limit is raised.

### (e) What a donor costs and what it gains

Hold the peak field and the width fixed. Integrating Gauss's law from the junction gives $E(x)=E_c-(q/\varepsilon)\int_0^xN\,dx'$. A donor at $x$ lowers the field everywhere beyond it, over a distance $W-x$, so

$$V=E_cW-\frac q\varepsilon\int_0^W(W-x)\,N(x)\,dx .$$

Adding a small density $\delta N$ at $x$ costs voltage in proportion to $W-x$ and lowers the resistance in proportion to $1/N^2$. At the optimum the ratio of gain to cost is the same everywhere, so $1/N^2\propto W-x$, or $N=a/\sqrt{W-x}$. Donors near the contact cost little voltage, and so more of them belong there.

This argument fixes the width too. Inserting the profile into the voltage, with $\int_0^W\sqrt{W-x}\,dx=\frac23W^{3/2}$, gives

$$a=\frac{3\varepsilon(E_cW-V)}{2qW^{3/2}},\qquad
R=\frac{1}{q\mu a}\cdot\frac23W^{3/2}=\frac{4W^3}{9\varepsilon\mu(E_cW-V)} .$$

Setting $dR/dW=0$ requires $3(E_cW-V)=E_cW$, hence $W=3V/(2E_c)$. Then $E_cW-V=V/2$ and

$$R=\frac49\cdot\frac{27V^3}{8E_c^3}\cdot\frac{2}{\varepsilon\mu V}=\frac{3V^2}{\varepsilon\mu E_c^3}.$$

The end field is $E_c-2qa\sqrt W/\varepsilon=3V/W-2E_c$, which vanishes at this width, so the condition $E_1\ge0$ is respected. For larger $W$ this end field would be negative. The formula for $R$ then describes no admissible layer and is only a lower bound, but that bound already exceeds the value at $W=3V/(2E_c)$, so the optimum width stands. The position-space route reproduces part (d).

### (f) Numbers

The common scale of resistance is

$$\frac{V^2}{\varepsilon\mu E_c^3}=0.141\ \text{m}\Omega\,\text{cm}^2 .$$

The triangular width is $2V/E_c=2000\ \text{V}/(2\times10^6\ \text{V/cm})=10$ µm. The other two widths are three quarters of this, 7.5 µm.

| Design | $W$ (µm) | $C$ | $R$ (mΩ cm²) |
|---|---|---|---|
| Triangular | 10 | 4 | 0.56 |
| Best uniform punch-through | 7.5 | 27/8 | 0.48 |
| Best graded | 7.5 | 3 | 0.42 |

Relative to the triangular layer, punch-through saves $1-27/32\approx16\,\%$ and the graded profile saves $1-3/4=25\,\%$.

The triangular doping is $1.1\times10^{16}$ cm⁻³. The punch-through doping is $8/9$ of that, $9.8\times10^{15}$ cm⁻³, with a stop sheet of $3.7\times10^{12}$ cm⁻² ending a field of 0.67 MV/cm. The punch-through layer is therefore less resistive because it is thinner, in spite of its lighter doping.

The graded doping starts at $7.4\times10^{15}$ cm⁻³ at the junction. It reaches $1.0\times10^{16}$ cm⁻³ at mid-layer, $2.3\times10^{16}$ at $x=0.9W$ and $7.4\times10^{16}$ at $x=0.99W$.

The steep end matters little for the resistance. The share of $R$ from beyond $x$ is

$$\frac{\int_x^W\sqrt{1-x'/W}\,dx'}{\int_0^W\sqrt{1-x'/W}\,dx'}=\left(1-\frac xW\right)^{3/2},$$

which is about 3 % for the last tenth of the layer. If impurity scattering halved the mobility there, $R$ would rise by about 3 %. A mobility that varies with doping throughout the layer changes the variational problem itself, and the coefficient 3 then no longer applies.

A few uniform sublayers already secure most of the gain. Numerical minimisation over sublayers of equal width, with free dopings and a free end field, gives $C=3.375$ for one sublayer, 3.149 for two, 3.057 for four and 3.002 for forty. Two sublayers thus recover $(3.375-3.149)/0.375\approx60\,\%$ of the difference between the best uniform layer and the ideal profile, and four recover about 85 %. The numerical output also contains a test of 200 random doping profiles, none of which falls below 3.

### (g) Breakdown by an ionisation integral

Write the field as $E=E_pf(x/W)$, with peak $E_p$ and $f(0)=1$, and let $m_k=\int_0^1f^k\,du$. From $V=E_pWm_1$ the width is $W=V/(E_pm_1)$, and the breakdown condition becomes

$$1=A\,W E_p^7\,m_7=A\,V E_p^6\,\frac{m_7}{m_1}.$$

At given $V$, a larger ratio $m_7/m_1$ forces a lower peak field. Let $E_c$ now denote the peak at which the triangular layer breaks down at this voltage. For the three shapes:

- Triangular, $f=1-u$: $m_7/m_1=\frac18\big/\frac12=\frac14$.
- Punch-through, $f=1-\frac23u$: $m_7=\frac{3}{16}(1-3^{-8})$ and $m_1=\frac23$, so $m_7/m_1=\frac{9}{32}(1-3^{-8})$.
- Graded, $f=\sqrt{1-u}$: $m_7/m_1=\frac29\big/\frac23=\frac13$.

Since $E_p^6\propto m_1/m_7$ and $R\propto E_p^{-3}$ for a given shape, the coefficient referred to the same $E_c$ is multiplied by $\sqrt{(m_7/m_1)/(1/4)}$:

$$C_{\rm graded}=3\sqrt{\tfrac43}\approx3.46,\qquad
C_{\rm pt}=\tfrac{27}{8}\sqrt{\tfrac98\,(1-3^{-8})}\approx3.58,\qquad
C_{\rm tri}=4 .$$

The peak fields are $0.953E_c$, $0.981E_c$ and $E_c$. The order of the designs survives, but the savings shrink to about 13 % and 11 %. The fuller field profiles keep more of the layer near the peak field, where ionisation is strongest. These shapes were optimised for a fixed critical field and have not been re-optimised for the new criterion, so 3.46 is not claimed as its minimum. The profile of parts (d) and (e) does not carry over either. With the ionisation integral as a second constraint, the method of part (d) gives $g=\lambda E-\nu E^7$, which vanishes at the peak field as well as at zero field, so the doping then rises towards the junction as well as towards the contact.

The criterion also alters the scaling with voltage. For each shape $E_p\propto V^{-1/6}$, and therefore $R\propto V^2E_p^{-3}\propto V^{5/2}$ instead of $V^2$.

The bound $C\ge3$ thus belongs to a one-dimensional layer with constant mobility and a fixed critical field. Structures in which neighbouring p-type columns compensate the donor charge sideways do not obey the one-dimensional Gauss law used in part (a), and the bound does not apply to them.

## Calculated quantities

```
Blocking voltage V = 1000 V
Critical field Ec = 2.0 MV/cm
Relative permittivity = 10
Mobility = 1000 cm^2/(V s)
V^2/(eps mu Ec^3) = 0.1412 mOhm cm^2
triangular: width = 10.00 um
triangular: coefficient C = 4.0000
triangular: resistance*area = 0.5647 mOhm cm^2
triangular: saving against triangular = 0.00 %
punch-through: width = 7.50 um
punch-through: coefficient C = 3.3750
punch-through: resistance*area = 0.4765 mOhm cm^2
punch-through: saving against triangular = 15.63 %
graded: width = 7.50 um
graded: coefficient C = 3.0000
graded: resistance*area = 0.4235 mOhm cm^2
graded: saving against triangular = 25.00 %
Triangular doping = 1.105e+16 cm^-3
Punch-through doping = 9.825e+15 cm^-3
Punch-through end field = 0.6667 MV/cm
Stop-sheet density = 3.684e+12 cm^-2
Graded doping at x/W = 0.00: 7.368e+15 cm^-3
Graded doping at x/W = 0.50: 1.042e+16 cm^-3
Graded doping at x/W = 0.90: 2.330e+16 cm^-3
Graded doping at x/W = 0.99: 7.368e+16 cm^-3
Lowest C of 200 random profiles = 3.0370
Linearly graded trial: C = 3.09025
Linearly graded trial: 3 + excess = 3.09025
Best 1 equal-width layer(s): C = 3.37500, end/peak field = 0.3333
Best 2 equal-width layer(s): C = 3.14892, end/peak field = 0.2302
Best 4 equal-width layer(s): C = 3.05707, end/peak field = 0.1585
Best 40 equal-width layer(s): C = 3.00205, end/peak field = 0.0481
40 layers: largest field error, x/W <= 0.75 = 2.2e-04 Ec
E^7 ionisation, triangular: peak/Ec = 1.0000, C = 4.0000
E^7 ionisation, punch-through: peak/Ec = 0.9806, C = 3.5795
E^7 ionisation, graded: peak/Ec = 0.9532, C = 3.4641
```
